# McConnell's Relation for a C–H Bond from Sigma–Pi Exchange, part 2

In a planar radical, the unpaired electron's carbon pi orbital $p$ vanishes at the proton, at $\mathbf R$. The proton splitting arises because exchange with $p$ polarizes the C–H bond pair. We seek the sign, size and limits of the coupling constant $a=C\,\rho_s(\mathbf R)$, where $\rho_s$ is the up-spin minus down-spin density. Gaussian units are used; spins are dimensionless; $a$ is an energy, and $a/2\pi\hbar$ a frequency.

The real orthonormal sigma orbitals $\phi_1,\phi_2$ span the carbon hybrid $h$ and hydrogen 1s function $s$. Integrals $(ab|cd)$ contain $e^2/r_{12}$, with $ab$ for electron 1 and $cd$ for electron 2. The exchange interaction is

$$H_x=-\sum_{ij}K_{ij}\left(\tfrac12E_{ij}n_p+2\,\mathbf s_{ij}\cdot\mathbf S_p\right),$$

with $K_{ij}=(\phi_ip|p\phi_j)$, spin-summed transfer operator $E_{ij}$, occupation $n_p$ and spin $\mathbf S_p$ of $p$, and $\sum_{ij}K_{ij}\mathbf s_{ij}=\sum_n\hat K(n)\mathbf s_n$ over the bond electrons.

The bond singlet $|S\rangle=\psi_S\chi_S$ has $\psi_S=c_1\,\sigma(1)\sigma(2)+c_2\,\sigma^*(1)\sigma^*(2)$, with natural orbitals $\sigma,\sigma^*$, and $\chi_S=(\alpha\beta-\beta\alpha)/\sqrt2$. The triplet, with spatial function $\psi_T$ and components $T_0,T_{+1}$, lies $\Delta_T$ higher. For any real symmetric one-electron operator $\hat k$, with $k_{12}=\langle\sigma|\hat k|\sigma^*\rangle$, part (c) gave

$$\Big\langle T_0\Big|\sum_n\hat k(n)s_{nz}\Big|S\Big\rangle=-\frac{c_1-c_2}{\sqrt2}\,k_{12},$$

which also equals $\langle\psi_T|\hat k(1)|\psi_S\rangle$.

With $\rho=\langle2S_{pz}\rangle$ the spin density in $p$ for total projection $M=\tfrac12$, and $K_{12}=(\sigma p|p\sigma^*)$, first order in the exchange gives $a=Q\rho$ and

$$Q=C\,\frac{2\kappa K_{12}\,\sigma(\mathbf R)\sigma^*(\mathbf R)}{\Delta_T},\qquad \kappa=(c_1-c_2)^2,\qquad C=\frac{8\pi}{3}g\mu_Bg_N\mu_N .$$

Likewise, for the bond electrons, $\langle\sum_n2s_{nz}\hat k(n)\rangle=2\kappa K_{12}k_{12}\rho/\Delta_T$.

### (e) The sign of Q

**Question.** Take an even bond, in which the natural orbitals are the normalized sum and difference of $h$ and $s$, with overlap $S=\langle h|s\rangle$. Express $Q$ through quantities of the two atomic functions. Under what conditions is it negative?

**Solution.** The squared norms of $h\pm s$ are $2\pm2S$, so

$$\sigma=\frac{h+s}{\sqrt{2(1+S)}},\qquad\sigma^*=\frac{h-s}{\sqrt{2(1-S)}} .$$

Let $K_h=(hp|ph)$ and $K_s=(sp|ps)$. In the product $(h+s)(h-s)$ the mixed terms cancel, since $(hp|ps)=(sp|ph)$. The product of the norms is $2\sqrt{1-S^2}$. Therefore

$$K_{12}=\frac{K_h-K_s}{2\sqrt{1-S^2}},\qquad
\sigma(\mathbf R)\sigma^*(\mathbf R)=\frac{h(\mathbf R)^2-s(\mathbf R)^2}{2\sqrt{1-S^2}} .$$

Let $A_H=C\,s(\mathbf R)^2$, the coupling constant for one unpaired electron in $s$. Insertion gives

$$Q=-A_H\,\frac{\kappa\,(K_h-K_s)}{2(1-S^2)\,\Delta_T}\left[1-\frac{h(\mathbf R)^2}{s(\mathbf R)^2}\right].$$

Here $A_H$, $\kappa$, $1-S^2$ and $\Delta_T$ are positive. Thus $Q$ is negative when $K_h-K_s$ and $s(\mathbf R)^2-h(\mathbf R)^2$ have the same sign. In the ordinary case both are positive: the hybrid shares its atom with $p$, and the hydrogen function is the larger one at its own nucleus.

Each exchange integral by itself is positive. It is the electrostatic self-energy of a real density $f$, for example $f=hp$. With the Fourier transform $f_{\mathbf q}$,

$$\iint\frac{e^2f(\mathbf r_1)f(\mathbf r_2)}{r_{12}}d^3r_1d^3r_2=e^2\int\frac{4\pi}{q^2}|f_{\mathbf q}|^2\frac{d^3q}{(2\pi)^3}>0 .$$

This argument does not fix the sign of the difference $K_h-K_s$, which has to be computed for given orbitals. The negative sign of $Q$ is thus a result about the actual shape of the orbitals and does not follow from the positivity of exchange alone.

If $S$ and $h(\mathbf R)$ are neglected and the bond is a single determinant, $\kappa=1$ and the expression reduces to $Q=-A_H(K_h-K_s)/2\Delta_T$: a difference of exchange integrals over the sigma triplet excitation energy.

### (f) Where the bond spin goes

**Question.** Find the spin populations of the two ends of the bond and use them to interpret the sign of $Q$.

**Solution.** Because $h$ and $s$ overlap, populations need orthogonal sites. A symmetric choice is

$$l_C=\frac{\sigma+\sigma^*}{\sqrt2},\qquad l_H=\frac{\sigma-\sigma^*}{\sqrt2},$$

where $l_C$ resembles the hybrid and $l_H$ the hydrogen function. The population operator of $l_C$ is the projector $|l_C\rangle\langle l_C|$, with $k_{12}=\langle\sigma|l_C\rangle\langle l_C|\sigma^*\rangle=\tfrac12$. For $l_H$ the element is $-\tfrac12$. Hence the spin populations are

$$m_C=\frac{\kappa K_{12}}{\Delta_T}\rho,\qquad m_H=-\frac{\kappa K_{12}}{\Delta_T}\rho .$$

They add to zero: at this order the pi electron separates the spins of the bond pair without giving the pair a net spin. Exchange favours parallel spins, and for $K_h>K_s$ it acts more strongly at the carbon end. The bond electron near carbon acquires some spin parallel to that in $p$. The other electron of the singlet pair is then found with opposite spin near hydrogen, and, provided $s(\mathbf R)^2>h(\mathbf R)^2$ as in part (e), this makes $\rho_s(\mathbf R)$ negative for positive $\rho$.

If this reading is right, an interchange of the two exchange integrals with everything else unchanged must reverse the sign. The numerical check tests this by diagonalizing the model Hamiltonian at weak exchange. The contact density divided by $s(\mathbf R)^2$, per unit exchange scale, changes from the first-order value $-0.0979$ to $+0.0979$.

### (g) The triplet energy and the correlation factor

**Question.** Describe the bond by two orthogonal sites of equal energy with hopping energy $t>0$ and repulsion $U\geq0$ for two electrons on one site. Find $\Delta_T$ and $\kappa$, and discuss the limits.

**Solution.** The one-electron Hamiltonian takes $l_C$ to $-t\,l_H$ and $l_H$ to $-t\,l_C$. Two symmetric pair functions are needed, one covalent and one ionic:

$$|c\rangle=\frac{l_Cl_H+l_Hl_C}{\sqrt2},\qquad|i\rangle=\frac{l_Cl_C+l_Hl_H}{\sqrt2},$$

where the first factor refers to electron 1. Hopping of either electron takes $l_Cl_H$ to $-t(l_Hl_H+l_Cl_C)$, and it takes $l_Hl_C$ to the same function. The sum of both, divided by $\sqrt2$, is $-2t|i\rangle$. In the basis $|c\rangle,|i\rangle$ the Hamiltonian is therefore

$$\begin{pmatrix}0&-2t\\-2t&U\end{pmatrix},\qquad E_S=\frac U2-W,\qquad W=\sqrt{4t^2+\frac{U^2}{4}} .$$

The third singlet, $(l_Cl_C-l_Hl_H)/\sqrt2$, is odd under interchange of the sites. It does not mix with the other two and has energy $U$, above $E_S$.

In the triplet function $(l_Cl_H-l_Hl_C)/\sqrt2$ the hopping contributions cancel, and no site is doubly occupied. Its energy is zero, so

$$\Delta_T=0-E_S=W-\frac U2 .$$

For $\kappa$, write the ground state as $x|c\rangle+y|i\rangle$. Expansion of the products of natural orbitals gives $\sigma\sigma=(|i\rangle+|c\rangle)/\sqrt2$ and $\sigma^*\sigma^*=(|i\rangle-|c\rangle)/\sqrt2$. The amplitudes are $c_1=(y+x)/\sqrt2$ and $c_2=(y-x)/\sqrt2$. Their difference is $\sqrt2\,x$, so $\kappa=2x^2$, twice the covalent weight.

The ionic weight follows from the derivative of the energy with respect to $U$, because $U$ multiplies the ionic population in the Hamiltonian:

$$y^2=\frac{\partial E_S}{\partial U}=\frac12-\frac{U}{4W},\qquad
\kappa=2(1-y^2)=1+\frac{U}{2W}.$$

For $U=0$ one has $W=2t$, $\Delta_T=2t$ and $\kappa=1$, the single-determinant case. For $U\gg t$, expansion of the root gives $W\approx U/2+4t^2/U$. Then $\Delta_T\approx4t^2/U$ and $\kappa\to2$, the purely covalent or Heitler–London limit.

The ratio $\kappa/\Delta_T$ grows from $1/2t$ to about $U/2t^2$. In this model a weaker bond, with smaller $t$, is easier to polarize. The growth cannot be followed to arbitrarily small $t$, because the first-order treatment requires the exchange integrals to be small compared with $\Delta_T$.

### (h) A numerical fragment

**Question.** Evaluate $Q$ for the following model. The hybrid is $h=\sqrt{1/3}\,(2s)+\sqrt{2/3}\,(2p_z)$, pointing towards hydrogen. The carbon functions have the radial form $r\,e^{-\zeta r}$ with $\zeta=1.60$ per bohr, the hydrogen function is a 1s function with exponent 1.00 per bohr, and the distance is 2.00 bohr. The bond parameters are $t=U=8.00$ eV.

**Solution.** These are chosen round parameters, not a calculation of a particular radical. The integrals over the orbitals are

$$S=0.7329,\quad K_h=1.778\ \text{eV},\quad K_s=0.774\ \text{eV},\quad\frac{h(\mathbf R)^2}{s(\mathbf R)^2}=0.0921 .$$

Both conditions for a negative $Q$ are met. The bond parameters give, in eV,

$$W=\sqrt{4\cdot64+16}=16.49,\qquad\Delta_T=16.49-4.00=12.49,$$

and $\kappa=1+4.00/16.49=1.243$. With $1-S^2=0.4629$,

$$K_{12}=\frac{1.778-0.774}{2\sqrt{0.4629}}\ \text{eV}=0.738\ \text{eV}.$$

The ratio of $Q$ to the coupling of a full electron in the hydrogen function is

$$\frac{Q}{A_H}=-\frac{1.243\times1.004\times0.9079}{2\times0.4629\times12.49}=-0.098 .$$

For the 1s function with unit exponent, $A_H/2\pi\hbar=1423$ MHz. Hence

$$\frac{Q}{2\pi\hbar}\approx-139\ \text{MHz},\qquad\frac{Q}{g\mu_B}\approx-50\ \text{G}.$$

The spin population of each bond site is smaller than this ratio suggests: for $\rho=1$,

$$m_C=-m_H=\frac{1.243\times0.738}{12.49}=0.0734 .$$

The two numbers differ mainly because $l_H$ is not the same function as $s$, and slightly because $l_C$ does not vanish at the proton: since $2\sigma\sigma^*=l_C^2-l_H^2$, the contact ratio is $m_H$ times $[l_H(\mathbf R)^2-l_C(\mathbf R)^2]/s(\mathbf R)^2=1.366-0.032$. The contact ratio contains the additional factor $[1-h(\mathbf R)^2/s(\mathbf R)^2]/\sqrt{1-S^2}=0.9079/0.6804=1.334$, and $0.0734\times1.334$ gives $0.098$.

Measured couplings of protons in planar carbon radicals correspond to a $Q$ of very roughly $-65$ MHz. The model gives the right sign and order of magnitude but is too large by about a factor of two. Its two sigma orbitals, unrelaxed atomic functions and chosen bond parameters do not justify a closer comparison.

### (i) Proportionality and the limits of first order

**Question.** Compare the first-order law with complete diagonalization of the same model, for different values of $\rho$ and different strengths of the exchange. When should $a=Q\rho$ not be trusted?

**Solution.** To vary $\rho$ with three electrons, let the pi electron hop with energy $b=2.50$ eV between $p$ and a second pi site whose energy is higher by $d$. Its ground energy is $d/2-\sqrt{d^2/4+b^2}$. The derivative with respect to $d$ is the population of the second site. Without sigma–pi exchange the remainder is

$$\rho=\frac12+\frac{d}{2\sqrt{d^2+4b^2}},$$

which gives $0.757$, $0.500$ and $0.243$ for $d=3$, $0$ and $-3$ eV.

A further case has three pi electrons on three sites, with the bond on the middle one and a pi repulsion of 5 eV. Here $\rho=-0.158$ in the middle, and the first-order law predicts a positive coupling of $(-139)\times(-0.158)\approx+22$ MHz.

With all exchange integrals multiplied by $10^{-4}$, the diagonalization agrees with the first-order law to within $3\times10^{-5}$ of its value in all these cases, and also for a single pi site. The same $Q$ thus serves for positive and negative $\rho$, and the pi excitation energies indeed drop out at this order.

At larger exchange, corrections appear. For a single pi site the contact density, divided by its first-order value, is as follows.

| Exchange scale | Ratio |
|---:|---:|
| 0.01 | 0.997 |
| 0.10 | 0.973 |
| 0.50 | 0.874 |
| 1.00 | 0.772 |

The deviation is nearly proportional to the exchange at the small end, as expected for the next order. At full strength the coupling is $-108$ MHz, smaller in magnitude than the first-order value by 23 percent of the latter. First order is a fair estimate here, not an accurate one.

The proportionality survives better than the value of $Q$. At full exchange the three-electron cases give the following.

| $\rho$ | $a$ (MHz) | $a/\rho$ (MHz) |
|---:|---:|---:|
| 0.994 | −107.5 | −108 |
| 0.823 | −90.4 | −110 |
| 0.624 | −69.4 | −111 |
| 0.337 | −38.3 | −114 |

The ratio $a/\rho$ changes by about 5 percent while $\rho$ falls to a third.

The spin densities themselves have moved. In the two-site cases they are larger than without exchange. The spin-free term $-\tfrac12n_p\sum_{ij}K_{ij}E_{ij}$ accounts for the direction of this shift: the matrix $K_{ij}$ is positive definite by the self-energy argument of part (e), so the mean value of the sum in the bond is positive. The term lowers the energy of an electron in $p$ and draws the pi electron towards the carbon atom.

For the single site, $\rho$ falls slightly below one because the $x$ and $y$ parts of the exchange can reverse the pi spin while raising the bond to the triplet component $T_{+1}$. To find the amplitude, note that $s_1^+\chi_S=-\alpha\alpha/\sqrt2$ and $s_2^+\chi_S=+\alpha\alpha/\sqrt2$. With part (c),

$$\Big\langle T_{+1}\Big|\sum_n\hat K(n)s_n^+\Big|S\Big\rangle=-\sqrt2\,\langle\psi_T|\hat K(1)|\psi_S\rangle=(c_1-c_2)K_{12}.$$

The relevant part of $H_x$ is $-\sum_n\hat K(n)s_n^+S_p^-$, so the probability of the reversed pi spin is $\kappa K_{12}^2/\Delta_T^2=0.0043$ at leading order. Each reversal changes $2S_{pz}$ by $-2$. The estimated loss is $0.009$; the diagonalization gives $0.006$.

The relation rests on conditions that a real radical may violate:

- If the carbon centre is not planar, or the proton vibrates out of the plane, the unpaired orbital need not vanish at the proton. A direct contribution $C|p(\mathbf R)|^2\rho$, positive for positive $\rho$, then competes with the negative one.
- If pi orbitals on neighbouring atoms have appreciable exchange with the bond, further terms enter and one $\rho$ no longer suffices. For a neighbouring orbital $q$ these are its own spin density, weighted by $(\sigma q|q\sigma^*)$, and the spin density matrix element between $p$ and $q$, weighted by mixed integrals such as $(\sigma p|q\sigma^*)$, which can be the larger ones.
- If the pi charge on the carbon atom changes much between radicals, its Coulomb field changes the bond. Then $\Delta_T$, $\kappa$ and the natural orbitals change, and $Q$ with them.
- If $\Delta_T$ is not large compared with the exchange integrals, the first-order expansion itself fails.
- If the pi excitation energies are not large compared with the exchange integrals, the exchange shifts $\rho$ strongly, as begins to show in the two-site cases. The value of $\rho$ computed without exchange must then not be used; the proportionality in the table refers to the actual spin density in $p$.

## Table of computed values

```
carbon Slater exponent     1.60 1/bohr
hydrogen Slater exponent   1.00 1/bohr
C-H distance               2.00 bohr
bond hopping t             8.00 eV
bond repulsion U           8.00 eV
overlap S                  0.7329
exchange K_h               1.7776 eV
K_h by radial quadrature   1.7776 eV
exchange K_s               0.7737 eV
exchange K12               0.7378 eV
h(R)^2/s(R)^2              0.0921
triplet energy Delta_T     12.4924 eV
natural amplitudes         -0.9925 0.1222 (overall sign free)
pair factor kappa          1.2425
A_H                        1422.81 MHz
contact fraction Q/A_H     -0.09792
Q first order              -139.32 MHz
Q first order              -49.71 G
weak-exchange scale        1.0e-04
pi hopping                 2.50 eV
pi repulsion, 3-site case  5.00 eV
Weak exchange: rho, diagonalization/first-order law
  one site        1.00000 0.999972
  offset +3 eV    0.75726 0.999975
  offset 0 eV     0.50001 0.999977
  offset -3 eV    0.24276 0.999980
  three sites    -0.15829 0.999979
swapped K: contact/A_H     0.09792 per unit scale
One pi site: exchange scale, contact/(scale*first order)
  0.01 0.9972
  0.10 0.9727
  0.50 0.8743
  1.00 0.7719
Full exchange, three electrons: rho, a (MHz), a/rho (MHz)
  0.9941 -107.53 -108.17
  0.8231 -90.39 -109.82
  0.6239 -69.39 -111.21
  0.3369 -38.29 -113.64
```
